# Miniband Drift Velocity and Its Peak in the Esaki–Tsu Model, part 2

Carriers drift along the axis \(z\) of a semiconductor superlattice, in its lowest miniband. The problem is to find the field at which their drift velocity \(v_d\) peaks, the velocity reached there, and what changes either. The band, of width \(\Delta\) and period \(d\), is \(E=(\Delta/2)(1-\cos\theta)\), with \(\theta=kd\) and wave number \(k\). The velocity is \(v=v_0\sin\theta\), with \(v_0=\Delta d/(2\hbar)\), and the band-bottom mass is \(m^*=2\hbar^2/(\Delta d^2)\). A well-defined miniband requires \(\hbar/\tau\ll\Delta\), where \(\tau\) is the relaxation time.

The charge \(e\) is positive, and the force \(eF\) points along \(+z\) for positive \(F\). The Bloch frequency \(\omega_B=eFd/\hbar\) is in radians per unit time, and \(x=\omega_B\tau\).

Collisions return carriers at the rate \(1/\tau\) to an even, field-independent equilibrium distribution \(f_0(k)\):

\[
\frac{\partial f}{\partial t}+\frac{eF}{\hbar}\frac{\partial f}{\partial k}=-\frac{f-f_0}{\tau}.
\]

Both distributions are normalized to one over the Brillouin zone. Averages over \(f\) are written \(\langle\cdot\rangle\), and those over \(f_0\) \(\langle\cdot\rangle_0\). With \(S=\langle\sin\theta\rangle\), \(C=\langle\cos\theta\rangle\) and \(C_0=\langle\cos\theta\rangle_0\), the steady cosine and sine moment equations are \(\omega_BS=-(C-C_0)/\tau\) and \(-\omega_BC=-S/\tau\). They give

\[
S=\frac{C_0x}{1+x^2},\qquad C=\frac{C_0}{1+x^2},
\]

\[
v_d=\frac{\Delta d}{2\hbar}\,C_0\,\frac{\omega_B\tau}{1+(\omega_B\tau)^2}.
\]

The peak is at \(x=1\), where \(F_p=\hbar/(ed\tau)\) and the velocity is \(v_p=v_0C_0/2\).

Cold carriers restart from the band bottom after each collision, so \(C_0=1\). Their drift velocity is also the elapsed-time integral

\[
v_d=\frac{1}{\tau}\int_0^\infty e^{-t/\tau}\,v_0\sin(\omega_Bt)\,dt .
\]

The model superlattice has \(\Delta=20\) meV, \(d=10\) nm and \(\tau=0.20\) ps. Then \(m^*=0.076\,m_e\), with \(m_e\) the free-electron mass, \(v_0=151.9\) km/s, \(\hbar/\tau=3.291\) meV and \(F_p=0.329\) MV/m. The cold peak velocity is \(76.0\) km/s. In the printed output, \(W\) is the miniband width \(\Delta\), and the Bloch path is the length \(\Delta/(eF)\) of the collision-free oscillation.

### The thermal factor

For nondegenerate carriers at temperature \(T\), \(f_0\) is proportional to \(e^{-E/k_BT}\). The constant part of the energy cancels in the normalization, which leaves \(e^{a\cos\theta}\) with \(a=\Delta/(2k_BT)\). The modified Bessel functions have the representation \(I_n(a)=\pi^{-1}\int_0^\pi e^{a\cos\theta}\cos n\theta\,d\theta\), so

\[
C_0=\frac{\int_0^\pi\cos\theta\,e^{a\cos\theta}\,d\theta}{\int_0^\pi e^{a\cos\theta}\,d\theta}=\frac{I_1(a)}{I_0(a)}.
\]

For a hot band, \(a\ll1\), expanding the exponential to first order gives \(C_0\approx a/2=\Delta/(4k_BT)\). The carriers then fill the band almost evenly, and little net velocity can be produced. For \(a\gg1\) the distribution is a narrow Gaussian in \(\theta\) with variance \(1/a\), so \(C_0\approx1-1/(2a)\), which tends to the cold result. In code, exponentially scaled Bessel functions avoid overflow at large \(a\), since the common scale factor cancels in the ratio.

Motion perpendicular to the axis does not alter \(C_0\) for nondegenerate carriers if the total energy is \(E(k)+E_\perp\), because the Boltzmann factor is then a product. For degenerate carriers \(C_0\) must be averaged over the occupied states, including the perpendicular ones.

For the model superlattice at 300 K, \(k_BT=25.85\) meV, so \(a=20/(2\times25.85)=0.387\) and \(C_0=0.190\). The peak velocity is \(0.190\times76.0=14.4\) km/s, or \(1.44\times10^6\) cm/s. At 77 K, \(C_0=0.598\) and the peak velocity is \(45.4\) km/s. The peak field is \(0.329\) MV/m in both cases because \(\tau\) was held fixed. A real relaxation time would depend on temperature.

| \(x\) | \(F\) (MV/m) | cold \(v_d\) (km/s) | 300 K \(v_d\) (km/s) |
|---|---|---|---|
| 0.1 | 0.033 | 15.0 | 2.86 |
| 0.5 | 0.165 | 60.8 | 11.5 |
| 1.0 | 0.329 | 76.0 | 14.4 |
| 2.0 | 0.658 | 60.8 | 11.5 |
| 5.0 | 1.646 | 29.2 | 5.55 |

### Slope of the curve and stability

Since \(dx/dF=ed\tau/\hbar\) and \(v_0ed\tau/\hbar=e\tau/m^*\), differentiation gives

\[
\frac{dv_d}{dF}=\mu\,\frac{1-x^2}{(1+x^2)^2},\qquad \mu=\frac{e\tau}{m^*}C_0 .
\]

The slope is positive below the peak and negative above it. The low-field mobility \(\mu\) of the example is \(0.088\) m²/(V s) at 300 K. The peak satisfies \(v_p=\mu F_p/2\), because \(\mu F_p=v_0C_0\). With the numbers above, \(0.0877\times3.291\times10^5/2=1.44\times10^4\) m/s, as it should be.

The negative slope threatens the assumption of a uniform field. Let the carrier density be \(N+\eta\), where \(N\) is the neutral background density, and let the field be \(F+\varphi\), with \(\eta\) and \(\varphi\) small. With \(\epsilon\) the permittivity, Gauss's law in the present sign convention is \(\epsilon\,\partial\varphi/\partial z=e\eta\). If diffusion is neglected and the velocity follows the local field, the linearized continuity equation is

\[
\frac{\partial\eta}{\partial t}+v_d\frac{\partial\eta}{\partial z}
=-N\frac{dv_d}{dF}\frac{\partial\varphi}{\partial z}
=-\frac{eN}{\epsilon}\frac{dv_d}{dF}\,\eta .
\]

A charge fluctuation decays as it drifts if the slope is positive, and it grows if the slope is negative. The velocity follows the local field only if this rate is far below \(1/\tau\). For the example at 300 K with \(\epsilon=12.9\,\epsilon_0\), the low-field value \(eN\mu\tau/\epsilon\) is \(0.25\) at \(N=10^{16}\) cm⁻³ and \(2.5\) at \(10^{17}\) cm⁻³. At the higher density the time-dependent moment equations below must replace the local law. Above the peak the uniform solution may therefore fail in a device long enough for the growth to matter during one transit. The local velocity law must then be solved together with Gauss's law.

### Time-dependent fields

A static velocity law also needs a slowly varying field. Keeping the time derivative in the two moment equations and writing \(Z=C+iS\) gives

\[
\frac{dZ}{dt}=i\omega_BZ-\frac{Z-C_0}{\tau}.
\]

At constant field, a deviation from the steady state evolves as \(e^{i\omega_Bt-t/\tau}\). It rotates at the Bloch frequency and decays within a few \(\tau\). For a radio-frequency signal of angular frequency \(\omega\) and field amplitude \(F_1\), the static formula can be used if two conditions hold. The frequency must be far below \(1/\tau\), here \(5\) rad/ps, and the field must change by much less than \(F_p\) during \(\tau\), which requires \(\omega\tau F_1\ll F_p\). The second condition is the stricter one when \(F_1\) exceeds \(F_p\). If either fails, this equation should be integrated with \(\omega_B(t)\). The two conditions keep the error small compared with \(v_p\); for a signal that passes through zero field the error is about \(2\omega\tau F_1/F_p\) of \(v_p\). They do not cover a small signal superposed on a bias at \(F_p\). There the static slope vanishes, and the correction of order \(\omega\tau\) can be the main part of the response.

### Energy balance

Multiplying the steady Boltzmann equation by \(E(k)\) and integrating by parts turns the field term into \(-eFv_d\). Therefore

\[
eFv_d=\frac{\langle E\rangle-\langle E\rangle_0}{\tau}
=\frac{\Delta}{2\tau}(C_0-C)=\frac{\Delta C_0}{2\tau}\frac{x^2}{1+x^2}.
\]

The power absorbed from the field equals the power given up in collisions. The excess energy cannot exceed \(\Delta C_0/2\), at which point the mean energy lies at the band centre. At the 300 K peak the excess is \(10\times0.190/2=0.95\) meV. In a numerical solver the balance can reveal wrong signs or factors, but it need not reveal a grid that is too coarse. If the velocity and the field term use the same antisymmetric difference formula, it holds to rounding error on any grid.

### Separate momentum and energy relaxation

A single relaxation time assumes that each collision resets both direction and energy. In purely one-dimensional motion, an elastic collision that changes the state can only reverse the direction, because it leaves \(E(k)\) unchanged. With perpendicular motion, elastic scattering can also exchange axial and perpendicular energy, which is left out here. Add backscattering from \(k\) to \(-k\) at the rate \(\Gamma\), which contributes \(-\Gamma[f(k)-f(-k)]\) to the right-hand side of the Boltzmann equation. Its cosine moment is zero, and its sine moment is \(-2\Gamma S\). The cosine equation is unchanged, while the sine equation becomes

\[
\omega_BC=\frac{S}{\tau_m},\qquad \frac1{\tau_m}=\frac1\tau+2\Gamma .
\]

Inserting \(C=C_0-\omega_B\tau S\) gives

\[
S=\frac{C_0\,\omega_B\tau_m}{1+\omega_B^2\tau\tau_m}
=C_0\sqrt{\frac{\tau_m}{\tau}}\;\frac{y}{1+y^2},\qquad y=\omega_B\sqrt{\tau\tau_m}.
\]

The peak now lies at \(y=1\). The condition \(\omega_B\tau=1\) is replaced by \(\omega_B\sqrt{\tau\tau_m}=1\), and the peak velocity is multiplied by the factor \(\sqrt{\tau_m/\tau}\), which is less than one.

For \(\Gamma=7.5\) per ps in the example, \(1/\tau_m=5+15=20\) per ps and \(\tau_m=0.05\) ps. The peak moves to \(\omega_B\tau=\sqrt{0.20/0.05}=2\), and the 300 K peak velocity halves to \(7.21\) km/s. These values illustrate the formula. The total collision rate \(1/\tau+\Gamma=12.5\) per ps corresponds to \(8.2\) meV, and \(\hbar/\tau_m=13.2\) meV, so for \(\Delta=20\) meV the condition of a well-defined miniband is no longer safely met.

This matters when parameters are extracted from data. The low-field mobility is now \(e\tau_mC_0/m^*\) and gives \(\tau_m\), whereas the peak field gives \(\sqrt{\tau\tau_m}\). The relation \(v_p=\mu F_p/2\) still holds, so it cannot reveal the presence of two times. They can be separated if \(\Delta\), \(d\) and \(C_0\) are known independently.

### A band that is not a pure cosine

Coupling to second neighbours adds a harmonic to the band:

\[
E=\frac{\Delta}{2}\left(1-\cos\theta-\beta\cos2\theta\right),\qquad
v=v_0\left(\sin\theta+2\beta\sin2\theta\right).
\]

Return to a single relaxation time. Multiplying the steady Boltzmann equation by \(e^{in\theta}\) and integrating gives \(-in\omega_BZ_n=-(Z_n-C_n)/\tau\), where \(Z_n=\langle e^{in\theta}\rangle\) and \(C_n=\langle\cos n\theta\rangle_0\). Hence \(Z_n=C_n/(1-inx)\), with imaginary part \(C_nnx/(1+n^2x^2)\), and

\[
v_d=v_0\left[C_1\frac{x}{1+x^2}+2\beta C_2\frac{2x}{1+4x^2}\right].
\]

The second term peaks at \(x=1/2\), since its phase advances twice as fast. For \(C_1>0\) and \(\beta C_2>0\), both terms rise below \(x=1/2\) and both fall above \(x=1\), so the maximum lies between these values. For \(\beta=0.20\) at 77 K the computed peak is at \(x=0.91\). The sign of the shift follows the sign of \(\beta C_2\). For cold carriers and \(\beta=-0.20\) the same formula peaks at \(x=1.23\). A negative \(\beta\) is the usual case for the lowest miniband of a well-and-barrier structure: a parabola folded into the zone has a second harmonic with \(\beta=-1/4\). Consider a Kronig–Penney band with \(d=10\) nm, a barrier 2.3 nm wide and 0.23 eV high, and masses \(0.067\,m_e\) in the well and \(0.092\,m_e\) in the barrier. It has \(\Delta=20\) meV, \(\beta\approx-0.09\) and a band-bottom mass of about \(0.10\,m_e\) instead of \(0.076\,m_e\). Its peak lies at \(x=1.07\) for cold carriers, \(1.02\) at 77 K and \(1.00\) at 300 K. The condition \(\omega_B\tau=1\) is therefore exact at all temperatures for the cosine band and in general approximate for other bands.

### Which quantity is varied

The peak at \(x=1\) appears when the field is varied, or \(\tau\) at fixed field. Varying the period is different, because \(d\) also appears in \(v_0\). With \(F\), \(\Delta\), \(\tau\) and \(C_0\) fixed, \(v_0=\Delta x/(2eF\tau)\), and

\[
v_d=\frac{\Delta C_0}{2eF\tau}\,\frac{x^2}{1+x^2}.
\]

This rises steadily with \(d\) and has no maximum. At \(F=0.329\) MV/m and 300 K it gives \(5.77\), \(14.4\) and \(23.1\) km/s for periods of 5, 10 and 20 nm. In a real structure a change of period usually changes \(\Delta\) as well, so this is a statement about the formula and not a design rule.

The period does set the field scale. For \(d=0.5\) nm, comparable to an ordinary crystal period, and \(\tau=0.01\) ps, the product \(d\tau\) is \(20\times20=400\) times smaller than in the example. The peak field becomes \(400\times0.329=132\) MV/m. Here \(\hbar/\tau=66\) meV, so the estimate presumes a band much wider than the 20 meV of the example, as the bands of ordinary crystals are. That is within an order of magnitude of the breakdown fields of wide-gap semiconductors such as silicon carbide and gallium nitride, which are roughly 300 MV/m. Other bands and carrier multiplication, both absent from this model, would then have to be considered.

### Implementation and checks

For the cosine band with one relaxation time, the closed formula is sufficient. For other bands or collision terms, the steady equation can be solved as a linear system on a periodic grid in \(\theta\). To give a faithful distribution, the grid must resolve \(f_0\), whose width at low temperature is about \(1/\sqrt a\); otherwise the computed \(f\) can become negative. In the cold limit the elapsed-time integral avoids this requirement.

A simulation of random flights should draw the starting phases from \(f_0\) and the durations from the exponential law. The drift velocity is the total displacement divided by the total time. Averaging the mean velocities of individual flights with equal weight would be wrong, because long flights occupy more of the time.

The numerical output below gives the results of these methods. The grid solution agrees with the thermal formula at all five fields in the table, and its maximum lies at \(x=1.000\) for Boltzmann carriers at both temperatures and for a Fermi distribution at 77 K. The flight simulation at 77 K and \(x=1\) gives \(45.32\pm0.09\) km/s, where the uncertainty is one standard error. The formula gives \(45.42\) km/s, a difference of about one standard error. These checks confirm the solution of the model. They do not test whether a constant relaxation time or a single miniband describes a particular device.

## Computed results

```
miniband width                 20.0 meV
period                         10.0 nm
relaxation time                0.20 ps
band-bottom mass               0.0762 m_e
largest band velocity          151.93 km/s
peak field                     0.3291 MV/m
peak field, converted          3.291 kV/cm
Bloch frequency at peak        5.00 rad/ps
hbar/tau = e F d at peak       3.291 meV
width / (hbar/tau)             6.08
Bloch path length W/(eF), peak 60.8 nm
300 K: kB T 25.852 meV, a 0.3868, C0 0.1899
77 K: kB T 6.635 meV, a 1.5071, C0 0.5979
cold: peak velocity 75.96 km/s = 7.596e+06 cm/s
cold: low-field mobility 0.4616 m^2/(V s)
300 K: peak velocity 14.42 km/s = 1.442e+06 cm/s
300 K: low-field mobility 0.0877 m^2/(V s)
77 K: peak velocity 45.42 km/s = 4.542e+06 cm/s
77 K: low-field mobility 0.2760 m^2/(V s)
x, F (MV/m), v cold, v 300 K formula, v 300 K grid (km/s)
0.1  0.0329  15.042  2.856  2.856
0.5  0.1646  60.771  11.539  11.539
1.0  0.3291  75.963  14.424  14.424
2.0  0.6582  60.771  11.539  11.539
5.0  1.6455  29.217  5.548  5.548
numerical peak x, 300 K        1.00000
numerical peak x, 77 K         1.00000
numerical peak x, Fermi 77 K   1.00000
numerical peak x, tau varied   1.00000
random flights, 77 K, x = 1    45.32 +- 0.09 km/s
flights past inflection point  0.2079
flights reaching zone boundary 0.0432
backscattering rate            7.50 per ps
momentum relaxation time       0.050 ps
peak x with backscattering     2.0000
peak v with it, 300 K          7.212 km/s
second-harmonic ratio          0.20
peak x with harmonic, 77 K     0.9100
period varied at fixed field, 300 K: d (nm), v (km/s)
2.5  1.697
5.0  5.770
10.0  14.424
20.0  23.078
40.0  27.151
80.0  28.404
short period, relaxation time  0.5 nm, 0.01 ps
peak field for short period    131.6 MV/m
```
